# Löwdin's Symmetry Dilemma: Stationarity, Saddles and Degenerate Orbits in Hartree-Fock Theory

Q: I optimize a determinant under the constraint that it respects the symmetries of the molecule, and then I drop the constraint. The determinant may now move in many new directions. Why should the energy have zero slope along them, when I never optimized them?

A: In general it need not. It does if "respects the symmetries" has a definite meaning, so let me fix that first. Take a finite one-particle basis and a compact group \(G\) of unitary or antiunitary one-particle operations that map this basis space into itself and commute with the Hamiltonian \(H\). Let \(M\) be the set of all normalized \(N\)-electron determinants, with two that differ by a phase counted as one. On \(M\) the energy is \(E(\Phi)=\langle\Phi|H|\Phi\rangle\). Call \(\Phi\) symmetric if

\[
g\Phi=e^{i\chi(g)}\Phi\quad\text{for every } g\in G ,
\]

and let \(\Sigma\) be the set of symmetric determinants. The claim is that a point where \(E\) is stationary on \(\Sigma\) is stationary on all of \(M\).

Q: Does restricted Hartree-Fock fit that definition, or have you defined something convenient?

A: The closed-shell case fits. A determinant is fixed, up to phase, by its occupied space. If all spin rotations leave the determinant invariant, they map the occupied space into itself. Spin rotations act irreducibly on the pair \(\uparrow,\downarrow\), so the occupied space must consist of some set of spatial orbitals, each with both spins. That is the closed-shell form. If invariance is required only for spin rotations about \(z\), the occupied space splits into up orbitals and down orbitals that may differ, which is the unrestricted (UHF) form.

Q: Then prove the claim.

A: I need coordinates near a symmetric \(\Phi\). Let \(i,j\) label occupied and \(a,b\) virtual spin-orbitals, and write

\[
\Phi(\kappa)=e^{\hat K}\Phi,\qquad \hat K=\sum_{ai}\left(\kappa_{ai}\,c_a^\dagger c_i-\kappa_{ai}^*\,c_i^\dagger c_a\right).
\]

Near \(\kappa=0\) each determinant corresponds to one matrix \(\kappa\). Since \(g\) maps the occupied space into itself, and hence its orthogonal complement too, it acts through a unitary block \(D_o\) on occupied and \(D_v\) on virtual spin-orbitals. For unitary \(g\),

\[
g c_a^\dagger g^{-1}=\sum_b c_b^\dagger (D_v)_{ba},\qquad
g c_i g^{-1}=\sum_j c_j (D_o)^*_{ji}.
\]

Inserting these into \(g e^{\hat K}\Phi=e^{g\hat Kg^{-1}}g\Phi\) gives, up to a phase,

\[
g\,\Phi(\kappa)=\Phi(\kappa'),\qquad \kappa'=D_v\,\kappa\,D_o^\dagger .
\]

For antiunitary \(g\), \(\kappa\) is replaced by \(\kappa^*\) on the right. Collect the real and imaginary parts of \(\kappa\) in a real vector \(x\). Because \(\mathrm{tr}\,\kappa'^\dagger\kappa'=\mathrm{tr}\,\kappa^\dagger\kappa\), the operation acts as \(x\to D_gx\) with \(D_g\) a real orthogonal matrix.

As \(g\) commutes with \(H\), \(E(D_gx)=E(x)\). Differentiating at \(x=0\) gives \(D_g^T\nabla E=\nabla E\), and multiplying by \(D_g\),

\[
D_g\nabla E=\nabla E\quad\text{for every } g .
\]

The gradient is itself a symmetric vector. The symmetric determinants near \(\Phi\) are those with \(D_gx=x\) for all \(g\), so the symmetric vectors are precisely the directions that stay inside \(\Sigma\). If \(E\) is stationary on \(\Sigma\), the gradient is orthogonal to all these directions. It also lies among them, so it is zero.

Q: That is tidy, but I would like to see a gradient that is not zero to begin with. Otherwise the test proves little.

A: Take H\(_2\) in the 6-31G basis, with clamped nuclei and the nonrelativistic Hamiltonian. There are four spatial orbitals, hence eight spin-orbitals, two occupied and six virtual. The matrix \(\kappa\) has \(6\times2=12\) complex entries, or 24 real parameters. The group contains spin rotations, inversion and complex conjugation. It leaves one symmetric direction out of 24: a real mixing of the doubly occupied gerade orbital with the other gerade orbital.

At 3.0 bohr, turn the occupied orbital by 0.3 rad along that direction, away from the optimum, in the sense that gives more weight to the outer, more diffuse basis function (the opposite sense gives a somewhat different norm). The gradient, found by finite differences of the explicit two-electron energy, has a symmetric part of norm 0.9497 hartree. Its part in the other 23 directions has norm \(6\times10^{-16}\) hartree, which is rounding error. At the restricted (RHF) optimum the whole gradient vanishes to numerical accuracy.

Q: So lifting the constraint changes nothing?

A: It changes nothing at first order. At second order, let \(\mathcal H\) be the Hessian, the matrix of second derivatives of \(E\) with respect to \(x\). Differentiating \(E(D_gx)=E(x)\) twice gives \(D_g^T\mathcal HD_g=\mathcal H\), so \(\mathcal H\) commutes with each \(D_g\). For a symmetric vector \(x_s\),

\[
D_g\mathcal Hx_s=\mathcal HD_gx_s=\mathcal Hx_s ,
\]

so \(\mathcal Hx_s\) is symmetric too. It is then orthogonal to every vector \(x_b\) in the complement, and \(x_b^T\mathcal Hx_s=0\). At a stationary point,

\[
E=E(\Phi)+\tfrac12x_s^T\mathcal Hx_s+\tfrac12x_b^T\mathcal Hx_b+O(x^3).
\]

A minimum on \(\Sigma\) guarantees that the first quadratic term is not negative. It says nothing about the second. If the second has a negative eigenvalue while the first has a positive one, the constrained minimum is a saddle on \(M\).

Q: An "if" is cheap. What decides it?

A: For two electrons it can be worked out in a few lines. Let \(\phi_1\) be the real, doubly occupied orbital. Give the up electron the orbital \((1-\tfrac12\|u\|^2)\phi_1+u\) and the down electron \((1-\tfrac12\|w\|^2)\phi_1+w\), with small \(u,w\) in the virtual space. These orbitals are normalized to second order. The energy is the two one-electron terms plus the Coulomb repulsion of the two densities. The up density is

\[
\phi_1^2+2\phi_1\,\mathrm{Re}\,u+|u|^2-\|u\|^2\phi_1^2+O(u^3),
\]

and similarly for the down density. Let \(h\) be the one-electron operator, \(J\) the Coulomb operator of \(\phi_1^2\) and \(\varepsilon_1=h_{11}+J_{11}\). The second-order energy has a term in \(u\) alone, a term in \(w\) alone, and the repulsion of the two first-order densities:

\[
E_2=\langle u|h+J-\varepsilon_1|u\rangle+\langle w|h+J-\varepsilon_1|w\rangle+4\,(\phi_1\mathrm{Re}\,u\,|\,\phi_1\mathrm{Re}\,w).
\]

Here \((f|g)\) is the Coulomb repulsion of densities \(f\) and \(g\). With the exchange operator \(K_{ab}=(\phi_a\phi_1|\phi_1\phi_b)\), the Fock operator is \(F=h+2J-K\), so \(h+J=F-J+K\). Now set \(u=c/\sqrt2\) and \(w=\pm c/\sqrt2\), which makes \(\|c\|\) the length of the vector \(x\). For real \(c\) the last term becomes \(\pm2\,c^TKc\). For imaginary \(c\) it vanishes. As \(E_2=\tfrac12x^T\mathcal Hx\), the Hessian blocks are

\[
\begin{aligned}
\text{singlet, real:}&\quad 2(F-\varepsilon_1-J+3K),\\
\text{triplet, real:}&\quad 2(F-\varepsilon_1-J-K),\\
\text{imaginary:}&\quad 2(F-\varepsilon_1-J+K),
\end{aligned}
\]

each restricted to the virtual orbitals.

Q: Your up and down displacements cover one triplet component. Where are the other two?

A: They are \(\kappa=c\otimes\sigma_k/\sqrt2\), where \(\sigma_k\) are the three Pauli matrices and "real" refers to \(c\). A spin rotation turns the three into one another, so their Hessian blocks are equal. The real triplet block therefore occurs three times. The imaginary block occurs four times, once for the singlet and three times for the triplet. With three virtual spatial orbitals the count is \(3+3\times3+4\times3=24\), as it should be. The 24 eigenvalues from these formulas were tested against the finite-difference Hessian.

The physics is in the sign of \(K\). The quantity \(c^TKc\) is the Coulomb self-repulsion of the first-order density, so it is not negative. In the cross term \(\pm2\,c^TKc\), moving both electrons the same way builds up charge, which costs repulsion. Moving them in opposite ways keeps them apart, which saves it. The saving competes with the cost of promoting an electron out of \(\phi_1\). As the bond is stretched, that cost falls and the saving grows. For H\(_2\) in 6-31G, along the softest unit triplet direction, the cost \(c^T(h+J-\varepsilon_1)c\) drops from 0.505 to 0.192 hartree between 1.4 and 3.0 bohr, while the saving \(2c^TKc\) rises from 0.238 to 0.334 hartree.

Q: Show me that competition in numbers.

A: These are the RHF results, with the Hessian eigenvalues in hartree:

| | 1.4 bohr | 3.0 bohr |
|---|---:|---:|
| symmetric direction | 2.334 | 2.475 |
| lowest singlet, real | 1.265 | 0.914 |
| lowest triplet, real | 0.5334 | −0.2845 |
| lowest imaginary | 0.952 | 0.356 |
| negative eigenvalues | 0 | 3 |

At 1.4 bohr RHF is a local minimum on all of \(M\), and a UHF optimization started from a broken guess returns to it. At 3.0 bohr the symmetric curvature is still strongly positive, so a restricted calculation gives no warning. Yet three directions lead downhill, and the RHF point is a saddle. The lowest triplet eigenvalue passes through zero at 2.251 bohr, the Coulson-Fischer point for this basis. Larger bases move it outward by about 0.04 bohr, to 2.295 bohr in cc-pVTZ.

Q: Why exactly three negative eigenvalues, if there is one way to pull the electrons apart?

A: There is one spatial way and a choice of spin axis. The amplitudes of the three components form a real vector \(\mathbf q\), and a spin rotation rotates \(\mathbf q\). The energy cannot depend on its direction. Close to the Coulson-Fischer point, with all other coordinates relaxed, the leading terms are

\[
E=E_{\rm RHF}+\tfrac12\lambda|\mathbf q|^2+\gamma|\mathbf q|^4 ,
\]

where \(\lambda\) is the soft Hessian eigenvalue. Odd powers are absent because no odd polynomial in one vector is rotationally invariant. Suppose \(\gamma>0\). For \(\lambda<0\), setting the derivative with respect to \(|\mathbf q|\) to zero gives \(|\mathbf q|^2=-\lambda/(4\gamma)\), and then

\[
E-E_{\rm RHF}=-\frac{\lambda^2}{8\gamma}+\frac{\lambda^2}{16\gamma}=-\frac{\lambda^2}{16\gamma}.
\]

The minima form a sphere, and if \(\lambda\) crosses zero with a nonzero slope, the energy gain starts quadratically in the distance past the onset. The calculation agrees with a continuous onset: 0.1 bohr before the point the broken guess falls back to RHF, and 0.1 bohr beyond it UHF is lower by \(8.6\times10^{-4}\) hartree. These two points are consistent with the expansion but do not test the quadratic law: a gain beyond the onset follows from \(\lambda<0\) alone, and neither the slope of \(\lambda\) nor the sign of \(\gamma\) was computed.

Q: A sphere from a truncated expansion near the onset does not convince me for 3.0 bohr.

A: The degeneracy does not rest on the expansion. Let \(\Phi\) be any broken stationary point. For each \(g\), \(E(g\Phi)=E(\Phi)\), and \(g\) maps a neighbourhood of \(\Phi\) onto a neighbourhood of \(g\Phi\) without changing energies. So \(g\Phi\) is stationary too, with the same Hessian eigenvalues. Two elements give the same determinant if they differ by an element of \(G_\Phi\), the subgroup that leaves \(\Phi\) invariant up to phase. The distinct copies therefore form the orbit \(G/G_\Phi\), of dimension \(\dim G-\dim G_\Phi\).

Now follow a smooth path \(x(\tau)\) along the orbit, with \(x(0)=0\) at \(\Phi\). The gradient vanishes all along it. Differentiating \(\nabla E(x(\tau))=0\) at \(\tau=0\) gives

\[
\mathcal H\,t=0,\qquad t=\frac{dx}{d\tau}\bigg|_{\tau=0}.
\]

Each independent tangent of the orbit is a zero mode. There are at least \(\dim G-\dim G_\Phi\) of them; others could occur by accident. If only a finite symmetry is broken, the copies are isolated and no zero mode is required.

Q: And for stretched H\(_2\)?

A: The broken solution is the determinant \(\Phi=|a{\uparrow}\,b{\downarrow}|\) with real orbitals \(a\neq b\) that are mirror images of each other. A rotation about \(z\) multiplies \(a{\uparrow}\) and \(b{\downarrow}\) by opposite phases, so \(\Phi\) is unchanged. Spin rotations have three parameters and one survives, which leaves an orbit of dimension \(3-1=2\).

To see whether the copies are really different, rotate the spins about \(y\) by an angle \(\theta\). With \(C=\cos(\theta/2)\) and \(S=\sin(\theta/2)\), the new spin-orbitals are \(a(C{\uparrow}+S{\downarrow})\) and \(b(-S{\uparrow}+C{\downarrow})\). With \(s=\langle a|b\rangle\), the overlap of the two determinants is the determinant of the orbital overlaps:

\[
\langle\Phi|\Phi_\theta\rangle=
\begin{vmatrix}C&-Ss\\ Ss&C\end{vmatrix}
=\cos^2\tfrac\theta2+s^2\sin^2\tfrac\theta2 .
\]

At 3.0 bohr \(s=0.5594\), so a half turn gives \(s^2=0.3129\). Opposite spin axes thus give different determinants, and the orbit is a full sphere. Inversion swaps \(a\) and \(b\), which is the same determinant, up to phase, as the half turn produces. It adds no second sphere.

The Hessian at the broken point has two zero eigenvalues, matching the orbit dimension. The next is 0.191 hartree, and none is negative. The point is a local minimum apart from free motion over the sphere.

Q: Then where is the dilemma? I would simply take the lower energy.

A: You would pay for it in symmetry. The energies at 3.0 bohr are \(-0.981671\) hartree for RHF and \(-1.013246\) hartree for UHF. The broken determinant is lower by 0.0316 hartree, or 0.859 eV. But it is not a spin state. Write it out, with the first factor in each product belonging to electron 1:

\[
\Phi=\frac{1}{2\sqrt2}\Big[(ab+ba)({\uparrow\downarrow}-{\downarrow\uparrow})+(ab-ba)({\uparrow\downarrow}+{\downarrow\uparrow})\Big].
\]

Multiplying out leaves \((ab\,{\uparrow\downarrow}-ba\,{\downarrow\uparrow})/\sqrt2\), which is the determinant. The first term is a singlet, the second a triplet. The spatial factors have squared norms \(2\pm2s^2\), the spin factors 2, and the prefactor squared is \(1/8\). The weights are therefore

\[
w_0=\frac{1+s^2}{2}=0.6565,\qquad w_1=\frac{1-s^2}{2}=0.3435 .
\]

A triplet has \(S(S+1)=2\), so \(\langle S^2\rangle=2w_1=1-s^2=0.687\), where a singlet has zero.

The general statement is this. Since \(\Sigma\) is part of \(M\), \(\min_ME\le\min_\Sigma E\). If the inequality is strict, every lowest-energy determinant is broken. One determinant cannot then have both the symmetry and the lowest determinant energy. A negative Hessian eigenvalue at the lowest symmetric point is sufficient for this, because the energy can be lowered from there. It is not necessary: a lower broken minimum may lie far away, behind a barrier, while the symmetric point is still locally stable.

Q: The exact ground state has no such trouble. Have we learned something about the molecule, or about determinants?

A: About determinants. The set \(M\) is not a linear space: a sum of determinants is in general not a determinant. In the full space I may superpose the members of the orbit and recover the symmetry. Averaging \(\Phi\) over all spin rotations keeps its singlet part. As \(H\) conserves spin, there are no cross terms, and

\[
E_{\rm UHF}=w_0E_0+w_1E_1 .
\]

An average cannot lie below all its members, so at least one component has an energy no higher than \(E_{\rm UHF}\). For the singlet,

\[
\begin{aligned}
E_0&=\frac{\langle ab+ba|H|ab+ba\rangle}{2+2s^2}
=\frac{\langle ab|H|ab\rangle+\langle ab|H|ba\rangle}{1+s^2}\\
&=\frac{h_{aa}+h_{bb}+(aa|bb)+2s\,h_{ab}+(ab|ab)}{1+s^2}+\frac1R .
\end{aligned}
\]

The direct element supplies the first three terms of the numerator, the exchanged one the last two. The nuclear repulsion \(1/R\) multiplies the norm and so comes out of the fraction.

The numbers are \(E_0=-1.039602\) and \(E_1=-0.962884\) hartree. Their average is \(0.656466\times(-1.039602)+0.343534\times(-0.962884)=-0.682463-0.330783=-1.013246\) hartree, the UHF energy. Removing the triplet lowers the energy by a further 0.0264 hartree. Full configuration interaction in the same basis gives \(-1.044709\) hartree. Measured from there, RHF is too high by 0.0630, UHF by 0.0315 and the projected singlet by 0.0051 hartree. That reference is exact for this basis and Hamiltonian, not for the real molecule. The numbers shift with the basis: in cc-pVTZ at the same bond length UHF lies 0.0282 hartree below RHF, \(\langle S^2\rangle=0.674\), and RHF and UHF are too high by 0.0667 and 0.0385 hartree.

Q: So the projected state is symmetric and lower than UHF. Have you not just refuted the dilemma?

A: No, because the projected state is not in \(M\). Its spatial part \(ab+ba\) needs two spatial orbitals, each with both spins, so four spin-orbitals are involved where a two-electron determinant has two. Inversion, which swaps \(a\) and \(b\), leaves \(ab+ba\) unchanged, so that symmetry returns as well. The dilemma is escaped by leaving the single determinant.

Two limits show what projection does. As \(s\to1\), the orbitals merge, \(w_1\to0\), and the broken solution joins RHF. As the atoms separate, \(s\), \(h_{ab}\) and \((ab|ab)\) vanish. The triplet energy is the same expression with the signs of \(s^2\), \(2sh_{ab}\) and \((ab|ab)\) reversed, so \(E_0\) and \(E_1\) both approach \(E_{\rm UHF}\). There the broken determinant has the right energy within the basis, but it is an equal mixture of singlet and triplet.

Q: One last objection. A restricted open-shell determinant is an eigenfunction of \(S^2\) and \(S_z\). Surely that is symmetry-adapted, and surely it also stays stationary?

A: It is symmetry-adapted in that sense, and it need not stay stationary. Take lithium, with a core orbital \(c\) holding two electrons and an open orbital \(o\) holding an up electron. A spin rotation about \(x\) turns this determinant into a different member of the doublet, so it is not invariant and the proof does not apply. Only rotations about \(z\) preserve it, and these permit different up and down orbitals.

Turn the core orbital towards a virtual orbital \(v\), by \(t_\uparrow\) for the up electron and \(t_\downarrow\) for the down electron. The first-order change is

\[
\delta E=2F^\uparrow_{vc}\,t_\uparrow+2F^\downarrow_{vc}\,t_\downarrow .
\]

The restricted method (ROHF) requires \(t_\uparrow=t_\downarrow\), so its optimum guarantees just \(F^\uparrow_{vc}+F^\downarrow_{vc}=0\). The two Fock operators differ by the exchange with the open shell, which the up electron alone feels:

\[
F^\uparrow_{vc}-F^\downarrow_{vc}=-(vo|oc)\quad\Rightarrow\quad
F^\uparrow_{vc}=-F^\downarrow_{vc}=-\tfrac12(vo|oc).
\]

Nothing makes this integral vanish when \(v\), like \(c\) and \(o\), is an s orbital. In the 6-31G basis the largest such pair of elements is \(\pm9.96\times10^{-4}\) hartree; the overall sign depends on the arbitrary sign of \(v\). The slope is real, and UHF follows it down by \(8.2\times10^{-7}\) hartree, with \(\langle S^2\rangle\) rising above 0.75 by \(6.8\times10^{-7}\). The gain is tiny because it is of second order in a small slope. Its size is not converged: 6-31G offers the core a single virtual s function, and in cc-pVTZ the slope is about six times larger, the gain is \(2.3\times10^{-5}\) hartree and the excess of \(\langle S^2\rangle\) is \(1.4\times10^{-5}\).

This differs in kind from stretched H\(_2\). There the symmetric point is stationary and a negative curvature makes it unstable. In lithium the restricted point is not stationary in the larger space at all. What separates the two cases is whether the constraint is exactly the invariance of the determinant. The lithium determinant is one member of a multiplet, invariant only under spin rotations about \(z\), and ROHF imposes equal core orbitals on top of that. Being a member of a multiplet removes the guarantee but does not force a slope: with no doubly occupied orbital, as in triplet H\(_2\) with both spins up, ROHF imposes nothing extra and its optimum stays stationary.

## Computed values

```
H2, 6-31G basis, 24 real rotation parameters
-- bond length R = 1.4 bohr
RHF energy: -1.126743 hartree
norm of unconstrained gradient at RHF: 0.0e+00 hartree
number of symmetric directions: 1
Hessian along symmetric direction: 2.3336 hartree
lowest Hessian eigenvalue, singlet real: 1.2646 hartree
lowest Hessian eigenvalue, triplet real: 0.5334 hartree
lowest Hessian eigenvalue, imaginary: 0.9521 hartree
number of negative Hessian eigenvalues: 0
-- bond length R = 3.0 bohr
RHF energy: -0.981671 hartree
norm of unconstrained gradient at RHF: 1.8e-12 hartree
number of symmetric directions: 1
Hessian along symmetric direction: 2.4752 hartree
lowest Hessian eigenvalue, singlet real: 0.9144 hartree
lowest Hessian eigenvalue, triplet real: -0.2845 hartree
lowest Hessian eigenvalue, imaginary: 0.3559 hartree
number of negative Hessian eigenvalues: 3
-- gerade orbital turned by 0.3 rad from RHF, R = 3.0 bohr
gradient norm, symmetric part: 0.9497 hartree
gradient norm, symmetry-breaking part: 6.3e-16 hartree
Coulson-Fischer distance: 2.2513 bohr
RHF minus UHF energy 0.1 bohr beyond it: 8.63e-04 hartree
-- broken UHF solution, R = 3.0 bohr
UHF energy: -1.013246 hartree
RHF minus UHF energy: 0.031576 hartree
RHF minus UHF energy: 0.8592 eV
orbital overlap s: 0.559403
expectation value of S^2: 0.687068
orbit dimension: 2
number of zero Hessian modes: 2
lowest nonzero Hessian eigenvalue: 0.1906 hartree
overlap after spin rotation by 90 degrees: 0.656466
overlap after spin rotation by 180 degrees: 0.312932
-- restored singlet, R = 3.0 bohr
singlet weight: 0.656466
triplet weight: 0.343534
projected singlet energy: -1.039602 hartree
projected triplet energy: -0.962884 hartree
full-CI energy in this basis: -1.044709 hartree
spin-orbitals needed by UHF state: 2
spin-orbitals needed by projected singlet: 4
-- Li atom, 6-31G: symmetry-adapted but not invariant
ROHF energy: -7.431235 hartree
alpha Fock element, core to virtual: 9.964e-04 hartree
beta Fock element, core to virtual: -9.964e-04 hartree
ROHF minus UHF energy: 8.211e-07 hartree
UHF excess of S^2 over 0.75: 6.791e-07
```
